# Time-Dependent Hartree-Fock Polarizability and Its Static Limit for H2

## The physical situation

An H2 molecule sits in an oscillating electric field. The field pushes the electron cloud back and forth, and the displaced cloud changes the Coulomb and exchange forces on each electron. The induced dipole must therefore be found self-consistently. How can this be done without following the motion in time, and what remains of the problem when the field is static?

The model is a closed-shell molecule with \(N\) electrons, fixed nuclei, a finite basis and real restricted Hartree-Fock (RHF) orbitals. Indices \(i,j\) denote occupied orbitals, \(a,b\) virtual ones and \(p,q,r,s\) any. Hartree atomic units are used, and polarizabilities are in bohr³. The two-electron integrals are

\[
(pq|rs)=\iint \frac{\varphi_p(\mathbf r)\varphi_q(\mathbf r)\,\varphi_r(\mathbf r')\varphi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

The field \(F\cos\omega t\) points along \(z\). An electron has charge \(-1\), so its energy in the field is \(+zF\cos\omega t\). The field enters through \(d_{ai}=\langle a|z|i\rangle\); for another direction, \(z\) is replaced by that coordinate.

## Linearized equation of motion

In time-dependent Hartree-Fock, each occupied orbital \(\psi_i\) moves in the instantaneous mean field. Let \(\gamma=\sum_i|\psi_i\rangle\langle\psi_i|\) be the density matrix for one spin. The Fock matrix is

\[
H_{pq}[\gamma]=h_{pq}+W_{pq}[\gamma],\qquad
W_{pq}[\gamma]=\sum_{rs}\left[2(pq|rs)-(pr|sq)\right]\gamma_{rs},
\]

where \(h\) holds the kinetic energy and nuclear attraction. The factor 2 counts both spins in the Coulomb term; exchange acts between equal spins. Differentiating \(\gamma\) and using the orbital equations gives

\[
i\dot\gamma=\left[H[\gamma]+zF\cos\omega t,\;\gamma\right].
\]

Without the field, \(\gamma_0\) is diagonal, with entries 1 for occupied and 0 for virtual orbitals, and \(H[\gamma_0]\) is diagonal with entries \(\varepsilon_p\). Write \(\gamma=\gamma_0+\delta\) to first order in \(F\). Orthonormal orbitals imply \(\gamma^2=\gamma\), hence \(\gamma_0\delta+\delta\gamma_0=\delta\). The occupied block of this condition reads \(2\delta_{ij}=\delta_{ij}\) and the virtual block reads \(0=\delta_{ab}\), so both blocks vanish. What remains is

\[
\delta_{ai}=c_{ai},\qquad \delta_{ia}=c_{ai}^* .
\]

The number \(c_{ai}\) is the amplitude of virtual orbital \(a\) mixed into occupied orbital \(i\).

Now take the \(ai\) element of the equation of motion. The commutator \([H[\gamma_0],\delta]\) gives \((\varepsilon_a-\varepsilon_i)c_{ai}\). For any first-order matrix \(V\), \([V,\gamma_0]_{ai}=V_{ai}\), because \(\gamma_0\) is 1 on \(i\) and 0 on \(a\). Thus

\[
i\dot c_{ai}=(\varepsilon_a-\varepsilon_i)c_{ai}+W_{ai}[\delta]+d_{ai}F\cos\omega t .
\]

In \(W_{ai}[\delta]\), the terms \(rs=bj\) carry \(c_{bj}\) and the terms \(rs=jb\) carry \(c_{bj}^*\):

\[
W_{ai}[\delta]=\sum_{bj}\left[2(ai|bj)-(ab|ij)\right]c_{bj}
+\sum_{bj}\left[2(ai|bj)-(aj|bi)\right]c_{bj}^* .
\]

Real orbitals allow the indices within each charge density to be exchanged. In the next definition \(\delta_{ab}\) and \(\delta_{ij}\) are Kronecker symbols, not elements of the density change. With

\[
\begin{aligned}
A_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+2(ai|bj)-(ab|ij),\\
B_{ai,bj}&=2(ai|bj)-(aj|bi),
\end{aligned}
\]

the equation becomes

\[
i\dot c=Ac+Bc^*+dF\cos\omega t .
\]

Both matrices are real and symmetric. \(B\) appears because the mean field depends on \(c^*\) as well as on \(c\).

## Dynamic polarizability

The driven steady state contains both signs of the frequency:

\[
c(t)=Xe^{-i\omega t}+Y^*e^{i\omega t},\qquad
c^*(t)=X^*e^{i\omega t}+Ye^{-i\omega t}.
\]

Use \(\cos\omega t=\tfrac12(e^{-i\omega t}+e^{i\omega t})\). The coefficients of \(e^{-i\omega t}\), and the complex conjugate of those of \(e^{i\omega t}\), give

\[
\begin{aligned}
AX+BY-\omega X&=-\tfrac12Fd,\\
BX+AY+\omega Y&=-\tfrac12Fd .
\end{aligned}
\]

The sign of \(\omega Y\) comes from \(i\,\partial_t e^{i\omega t}=-\omega e^{i\omega t}\). Away from a resonance the solution is unique, and therefore real. Let \(s=X+Y\) and \(t=X-Y\); this vector \(t\) is not the time, which appears below only in \(\mu(t)\) and \(\cos\omega t\). Adding and subtracting the equations gives

\[
(A+B)s-\omega t=-Fd,\qquad (A-B)t=\omega s. \tag{1}
\]

If \(A-B\) is invertible, \(t=\omega(A-B)^{-1}s\), so

\[
\left[(A+B)-\omega^2(A-B)^{-1}\right]s=-Fd .
\]

The induced dipole is minus the change of the summed electron positions. With two spins,

\[
\mu(t)=-2\sum_{ai}d_{ai}(c_{ai}+c_{ai}^*)=-4\,d^{T}s\,\cos\omega t ,
\]

since \(c+c^*=2s\cos\omega t\). The polarizability is defined by \(\mu(t)=\alpha(\omega)F\cos\omega t\), hence

\[
\boxed{\;\alpha(\omega)=4\,d^{T}\left[(A+B)-\omega^2(A-B)^{-1}\right]^{-1}d\;} \tag{2}
\]

## Static limit

At \(\omega=0\), the second equation in (1) is \((A-B)t=0\). For invertible \(A-B\) this means \(X=Y\), and the first equation gives

\[
\boxed{\;\alpha(0)=4\,d^{T}(A+B)^{-1}d\;} \tag{3}
\]

Once the orbitals are known, one linear system \((A+B)s=-Fd\) per field direction is enough; the inverse need not be formed.

A singular \(A-B\) requires care. If \((A-B)n=0\), multiplying the second equation in (1) by \(n^{T}\) gives \(n^{T}s=0\) for every nonzero \(\omega\). The static equation imposes no such constraint, so the limit \(\omega\to0\) can differ from the strictly static response.

The energy shows why the two combinations separate. The RHF electronic energy is \(E=2\,\mathrm{Tr}(h\gamma)+\mathrm{Tr}(\gamma W[\gamma])\). For a change \(\Delta\) of \(\gamma_0\), the symmetry of the integrals gives

\[
E-E_0=2\,\mathrm{Tr}(H[\gamma_0]\Delta)+\mathrm{Tr}(\Delta W[\Delta]).
\]

The first term needs \(\Delta\) to second order. The condition \(\gamma^2=\gamma\) at that order fixes the diagonal blocks as

\[
\Delta_{ab}=\sum_i c_{ai}c_{bi}^*,\qquad \Delta_{ij}=-\sum_a c_{ai}^*c_{aj}.
\]

The first term is therefore \(2\sum_{ai}(\varepsilon_a-\varepsilon_i)|c_{ai}|^2\). The second is \(2\,\mathrm{Re}\sum_{ai}c_{ai}^*W_{ai}[\delta]\). Together,

\[
E_2=2\left[c^\dagger Ac+\mathrm{Re}(c^{T}Bc)\right]
=2u^{T}(A+B)u+2v^{T}(A-B)v,\qquad c=u+iv .
\]

To first order, the electron density depends only on the real displacements \(u\). The imaginary displacements \(v\) cancel in \(c+c^*\); they describe motion. A static field couples to \(u\) through the energy \(2F\,\mathrm{Tr}(z\delta)=4F\,d^{T}u\). Minimizing

\[
2u^{T}(A+B)u+4F\,d^{T}u
\]

gives \(u=-F(A+B)^{-1}d\) and the energy \(-2F^2d^{T}(A+B)^{-1}d=-\tfrac12\alpha(0)F^2\), in agreement with (3).

From here on, \(A+B\) and \(A-B\) are taken to be positive definite: the RHF state is then a local minimum against displacements that are the same for both spins. Displacements that differ between the two spins are not covered; they can lower the energy even when both matrices are positive definite, as happens in stretched H2. If an eigenvalue of \(A+B\) approaches zero along a direction that overlaps \(d\), \(\alpha(0)\) diverges and linear response fails.

## Resonances and high frequency

Let \(S=(A-B)^{1/2}\) be the symmetric square root, and put \(s=Sq\). Multiplying the equation for \(s\) by \(S\) from the left, and using \(S(A-B)^{-1}S=1\), gives

\[
\left[S(A+B)S-\omega^2\right]q=-FSd .
\]

With orthonormal eigenvectors \(S(A+B)S\,Z_n=\Omega_n^2Z_n\), the dipole \(-4d^{T}Sq\) yields

\[
\alpha(\omega)=\sum_n\frac{f_n}{\Omega_n^2-\omega^2},\qquad f_n=4\,(Z_n^{T}Sd)^2 . \tag{4}
\]

Below the first pole with \(f_n>0\), every contributing term grows with \(\omega\), so \(\alpha\) rises. At such a pole this undamped linear theory diverges and cannot be used.

Far above all poles, \(\alpha\to-\sum_nf_n/\omega^2\). Completeness of the \(Z_n\) gives

\[
\sum_nf_n=4\,d^{T}S^2d=4\,d^{T}(A-B)d ,
\]

so \(A-B\) governs this limit. In a complete basis the sum is \(N\). To see this, multiply every orbital by \(e^{ikz}\). The density and \(|\gamma(\mathbf r,\mathbf r')|^2\) do not change, so the nuclear, Coulomb and exchange energies stay fixed. The kinetic energy rises by \(k^2/2\) per electron; the term linear in \(k\) vanishes because real orbitals carry no current. To first order the displacement is \(c=ikd\), whose energy is \(E_2=2k^2d^{T}(A-B)d\). Equating this to \(Nk^2/2\) gives

\[
4\,d^{T}(A-B)d=N .
\]

In a finite basis the multiplied orbitals are in general not representable, so the sum can miss \(N\).

## One occupied orbital: H2

For H2 there is one occupied orbital \(i\). Define \(K_{ab}=(ai|bi)\), \(J_{ab}=(ii|ab)\) and the diagonal matrix \(\Delta\varepsilon\) of gaps \(\varepsilon_a-\varepsilon_i\). Then \(A=\Delta\varepsilon+2K-J\) and \(B=2K-K=K\), so

\[
A+B=\Delta\varepsilon+3K-J,\qquad A-B=\Delta\varepsilon+K-J .
\]

The bond length is set to 1.40 bohr.

### Minimal basis, by hand

STO-3G gives one occupied and one virtual orbital, so each matrix is a number. The inputs are \(\Delta\varepsilon=1.2485\), \(J=0.6636\) and \(K=0.1813\) hartree, and \(|d|=0.9310\) bohr. Hence

\[
\begin{aligned}
A+B&=1.2485+3(0.1813)-0.6636=1.129\ \text{hartree},\\
A-B&=1.2485+0.1813-0.6636=0.766\ \text{hartree},\\
\alpha_{zz}(0)&=\frac{4(0.9310)^2}{1.129}=3.07\ \text{bohr}^3 .
\end{aligned}
\]

A self-consistent calculation in small static fields gives the same value. The pole is at \(\Omega=\sqrt{1.129\times0.766}=0.930\) hartree. Its strength is \(f=4(0.9310)^2(0.766)=2.66\), well above \(N=2\), a sign of the incomplete basis. In the static ratio \(f/\Omega^2\) the factor \(A-B\) cancels, as (3) requires.

The perpendicular response is zero in this basis. Both orbitals are even under \(x\to-x\) and \(x\) is odd, so \(\langle a|x|i\rangle=0\). This is a defect of the basis, which has no p functions.

### Larger basis

In aug-cc-pVTZ there are 46 basis functions, and \(A\) and \(B\) have dimension 45. Static values in bohr³ are:

| Treatment | \(\alpha_{zz}(0)\) | \(\alpha_{xx}(0)\) |
|---|---:|---:|
| Bare gaps, \(A+B\to\Delta\varepsilon\) | 4.86 | 3.31 |
| \(B=0\), \(A\) kept | 7.36 | 5.00 |
| Full formula (3) | 6.45 | 4.63 |
| Full configuration interaction | 6.40 | 4.60 |

An identity for a positive definite matrix \(M\) helps to interpret the first three rows:

\[
d^{T}M^{-1}d=\max_u\left(2d^{T}u-u^{T}Mu\right).
\]

A stiffer \(M\) gives a smaller response. For one occupied orbital, \(u^{T}Bu=u^{T}Ku\) is the Coulomb self-repulsion of the charge density \(\sum_au_a\varphi_a\varphi_i\), which is not negative. Dropping \(B\) therefore cannot lower \(\alpha(0)\) here. The bare-gap value lies below the full one. By the same identity, this implies \(u^{T}(3K-J)u<0\) for the actual response \(u\): the net coupling softens the molecule.

Full configuration interaction solves the two-electron problem within this basis. Relative to it, the Hartree-Fock values are 0.7% too high along the bond and 0.6% too high across it. That difference is the effect of missing correlation in this basis. Remaining basis error, nuclear motion and relativity are not included in any row. The basis error reaches the last digit shown: in aug-cc-pVQZ, formula (3) gives 6.45 and 4.61, full configuration interaction gives 6.39 and 4.58, and the Hartree-Fock excess becomes 0.9% and 0.7%.

The rotational average is

\[
\bar\alpha(0)=\frac{6.45+2(4.63)}{3}=5.24\ \text{bohr}^3=0.776\ \text{Å}^3 .
\]

In aug-cc-pVQZ this average is 5.22 bohr³. The frequency dependence from (2), again in bohr³ and in aug-cc-pVTZ, is:

| \(\omega\) (hartree) | \(\alpha_{zz}\) | \(\alpha_{xx}\) |
|---:|---:|---:|
| 0.1 | 6.70 | 4.78 |
| 0.2 | 7.63 | 5.31 |
| 0.3 | 10.02 | 6.56 |

In this basis the first pole with \(f>0.01\) lies at 0.466 hartree for the parallel direction and at 0.532 hartree for the perpendicular one. The parallel pole position is stable against enlarging the basis, but the perpendicular one is not converged: it falls to 0.514 hartree in aug-cc-pVQZ and to 0.481 hartree when one more diffuse shell per angular momentum is added. In aug-cc-pVQZ with these extra shells the values at 0.3 hartree become 10.05 and 6.63 bohr³, and the strength of the parallel pole quoted below rises to 0.86. The perpendicular pole is doubly degenerate, because \(x\) and \(y\) are equivalent; its strength is the sum of \(f_n\) over both modes, while a single mode carries only a share that depends on how the degenerate eigenvectors are chosen. The parallel pole has \(f=0.843\). By (4), it contributes \(0.843/0.466^2=3.9\) bohr³ at zero frequency and \(0.843/(0.466^2-0.3^2)=6.6\) bohr³ at 0.3 hartree. It thus supplies about three quarters of the rise of \(\alpha_{zz}\) over that range. The sums of \(f_n\) are 1.998 and 2.002, close to \(N=2\); one lies below and one above, so a finite basis can miss \(N\) on either side.

## Implementation notes

1. Converge the RHF orbitals tightly and transform the integrals. Use the same compound index \(ai\) for \(A\), \(B\) and \(d\).
2. Check that \(A+B\) and \(A-B\) are positive definite before interpreting the response.
3. For a static field, solve \((A+B)s=-Fd\) and form \(\alpha(0)=-4d^{T}s/F\). Since \(s\) is proportional to \(F\), \(F=1\) may be used in this linear solve.
4. For a dynamic field, (1) can be solved directly, without inverting \(A-B\):

\[
\begin{pmatrix}A+B&-\omega\\-\omega&A-B\end{pmatrix}
\begin{pmatrix}s\\t\end{pmatrix}
=\begin{pmatrix}-Fd\\0\end{pmatrix}.
\]

H2 alone cannot reveal misplaced occupied indices in the exchange terms, because \(i=j\) throughout. The numerical check therefore includes an H4 chain with two occupied orbitals. There the full nonlinear equation of motion, started from the predicted steady state, follows \(\alpha(\omega)F\cos\omega t\) over two periods at \(\omega=0.15\) hartree and \(F=10^{-4}\) a.u., with an observed largest deviation of \(5.9\times10^{-7}\) of the amplitude; the program's assertion requires only \(10^{-3}\).

## Numbers as computed

```
H4 chain, RHF/6-31G (test system)
spacing = 1.80 bohr
energy curvature real, A+B: 4.44620 / formula 4.44621 hartree
energy curvature imag, A-B: 3.49979 / formula 3.49979 hartree
lowest pole = 0.3565 hartree
alpha_zz(0) formula = 31.0361 bohr^3
alpha_zz(0) finite field = 31.0361 bohr^3
drive frequency = 0.15 hartree, field = 1.0e-04 a.u.
alpha_zz(drive) formula = 37.6972 bohr^3
max deviation of propagated dipole / alpha = 5.9e-07
H2, RHF/STO-3G
bond length = 1.40 bohr
orbital energies = -0.57820, 0.67027 hartree
gap = 1.24847, J = 0.66356, K = 0.18126 hartree
|d| = 0.93102 bohr
A = 0.94742, B = 0.18126 hartree
A+B = 1.12868, A-B = 0.76616 hartree
pole = 0.92992 hartree
alpha_zz(0) formula = 3.07190 bohr^3
alpha_zz(0) finite field = 3.07190 bohr^3
H2, aug-cc-pVTZ, same bond length
basis functions = 46, size of A and B = 45
total energy RHF = -1.133027 hartree
total energy full CI = -1.172633 hartree
alpha_zz(0) formula = 6.4455 bohr^3
alpha_zz(0) finite field = 6.4455 bohr^3
alpha_zz(0) bare gaps = 4.8629 bohr^3
alpha_zz(0) with B = 0: 7.3617 bohr^3
alpha_zz(0) full CI = 6.4010 bohr^3
alpha_zz(0.1 hartree) = 6.7026 bohr^3
alpha_zz(0.2 hartree) = 7.6280 bohr^3
alpha_zz(0.3 hartree) = 10.0185 bohr^3
first strong zz pole = 0.4657 hartree, f = 0.8432
sum of f, zz = 1.9979
alpha_xx(0) formula = 4.6304 bohr^3
alpha_xx(0) finite field = 4.6304 bohr^3
alpha_xx(0) bare gaps = 3.3109 bohr^3
alpha_xx(0) with B = 0: 4.9982 bohr^3
alpha_xx(0) full CI = 4.6023 bohr^3
alpha_xx(0.1 hartree) = 4.7829 bohr^3
alpha_xx(0.2 hartree) = 5.3140 bohr^3
alpha_xx(0.3 hartree) = 6.5586 bohr^3
first strong xx pole = 0.5318 hartree, f = 0.6131
sum of f, xx = 2.0023
alpha_zz(0) from energy = 6.4463 bohr^3
mean alpha(0) = 5.2355 bohr^3
mean alpha(0) = 0.7758 angstrom^3
```
